# Why Germanium's Indirect Absorption Steepens Near the Direct Gap

Two densities of states and one energy denominator fix the form of indirect absorption. In three dimensions a parabolic band has a density of states proportional to the square root of energy. An indirect transition creates a hole and an electron whose momenta are independent, because a phonon supplies the difference. If they share an energy $W$, the number of ways to share it scales as $\sqrt{W}\,\sqrt{W}\,W=W^2$: two square roots and one free energy integral. The second-order rate also contains the inverse square of an energy denominator, so the spectral function is dimensionless. If the only other energy is the detuning $\Delta$ of the photon from the direct gap, this function can depend only on $W/\Delta$ and on mass ratios.

As the photon energy rises, $W$ grows and $\Delta$ shrinks. Their ratio therefore grows faster than $W$, which is the origin of the steepening. Whether the rise really exceeds a quadratic one depends on how the denominator varies over the bands, and for heavy holes, phonon emission and germanium-like parameters the model below gives such a rise only within about 0.045 eV of the direct gap.

## The virtual state

Take three levels: the valence electron with a photon present (energy 0), the electron in the conduction band at $\Gamma$ with the photon absorbed (energy $D$), and the electron at $L$ after the phonon process (energy close to 0). Let $g$ be the optical coupling and $\lambda$ the phonon coupling, both real. For an eigenstate of energy $E$ with amplitudes $c_0,c_1,c_2$,

$$Ec_1=Dc_1+gc_0+\lambda c_2 .$$

When $|E|,|g|,|\lambda|\ll D$, the left side is negligible and $c_1\simeq-(gc_0+\lambda c_2)/D$. Inserting this into $Ec_0=gc_1$ gives

$$Ec_0\simeq-\frac{g^2}{D}c_0-\frac{g\lambda}{D}c_2 .$$

The first term is a level shift. The second couples the initial and final states with strength $-g\lambda/D$, so the golden-rule rate is proportional to $1/D^2$. As an illustration, $g=0.0005$ eV, $\lambda=0.0010$ eV and $D=0.035$ eV give, with the final level tuned to resonance near $(\lambda^2-g^2)/D$, a smallest splitting of $2g\lambda/D=28.57\times10^{-6}$ eV; numerical diagonalization of the three-level matrix gives $28.55\times10^{-6}$ eV.

At fixed intensity and refractive index, and with a constant momentum matrix element, $g^2\propto1/\omega^2$. The absorption coefficient $\alpha$ is the absorbed power, $\hbar\omega$ times the rate, divided by the intensity. Hence $\alpha\propto1/\omega$ times the sum over final states, and "quadratic" below refers to $\hbar\omega\,\alpha$.

## The quadratic law and its fixed-level correction

Let $E_i$ and $E_0$ be the indirect and direct gaps and $\hbar\Omega$ the phonon energy. Define

$$W=\hbar\omega-E_i\mp\hbar\Omega,\qquad \Delta=E_0-\hbar\omega>0,$$

with the upper sign for phonon emission. The sum $G=W+\Delta$ does not depend on photon energy. The bands are taken as parabolic and isotropic, the matrix elements as constant, and excitons are left out.

If the hole has energy $\varepsilon$, measured downward from the valence maximum, the electron has $W-\varepsilon$. With constant $D$ the sum over states contains, after $\varepsilon=W\sin^2\theta$,

$$\int_0^W\!\sqrt{\varepsilon(W-\varepsilon)}\,d\varepsilon
=2W^2\!\int_0^{\pi/2}\!\sin^2\theta\cos^2\theta\,d\theta=\frac{\pi W^2}{8}.$$

This is the quadratic law. A strict three-level picture, with levels fixed at the band edges, puts $D=\Delta$ and gives $\hbar\omega\,\alpha\propto W^2/\Delta^2$. Since $d\Delta=-dW$, the local exponent is

$$s\equiv\frac{d\ln(\hbar\omega\,\alpha)}{d\ln W}=2+\frac{2W}{\Delta},$$

which exceeds 2 throughout. This picture has the right mechanism but omits the motion of the virtual level.

## The denominator moves with the hole

The photon carries negligible momentum, so the virtual transition is vertical at the wavevector $k$ of the hole left behind. With $m_h$ the hole mass and $m_c$ the electron mass at $\Gamma$,

$$D=E_0+\frac{\hbar^2k^2}{2m_c}+\frac{\hbar^2k^2}{2m_h}-\hbar\omega
=\Delta+r\varepsilon,\qquad r=1+\rho,\quad \rho=\frac{m_h}{m_c}.$$

The phonon acts after the photon, so its energy does not enter $D$. The spectral function becomes

$$K=\int_0^W\frac{\sqrt{\varepsilon(W-\varepsilon)}}{(\Delta+r\varepsilon)^2}\,d\varepsilon .$$

To evaluate it, set $a=\Delta/r$ and consider first $J(a)=\int_0^W\sqrt{\varepsilon(W-\varepsilon)}/(\varepsilon+a)\,d\varepsilon$. Write the root as $\varepsilon(W-\varepsilon)/\sqrt{\varepsilon(W-\varepsilon)}$ and use

$$\varepsilon(W-\varepsilon)=(\varepsilon+a)(W+a-\varepsilon)-a(a+W).$$

With $\varepsilon=W\sin^2\theta$, $d\varepsilon/\sqrt{\varepsilon(W-\varepsilon)}=2\,d\theta$. The first term integrates to $\pi(W/2+a)$. The second needs, with $u=\tan\theta$,

$$\int_0^{\pi/2}\frac{2\,d\theta}{a+W\sin^2\theta}=\int_0^\infty\frac{2\,du}{a+(a+W)u^2}=\frac{\pi}{\sqrt{a(a+W)}} .$$

Thus $J=\pi\left[W/2+a-\sqrt{a(a+W)}\right]$. Because $K=-J'(a)/r^2$,

$$K=\frac{\pi}{r^2}\left[\frac{2a+W}{2\sqrt{a(a+W)}}-1\right]
=\frac{\pi(y-1)^2}{2r^2y},\qquad y=\sqrt{1+\frac{rW}{\Delta}} .$$

The last form follows from $\sqrt{a(a+W)}=ay$ and $2a+W=a(1+y^2)$.

An effective denominator is defined by $K=\pi W^2/(8D_{\rm eff}^2)$. Solving gives $D_{\rm eff}=rW\sqrt y/[2(y-1)]$, and $rW=\Delta(y^2-1)$ turns this into

$$D_{\rm eff}=\frac{\Delta\sqrt y\,(1+y)}{2}.$$

By this definition $s=2-2\,d\ln D_{\rm eff}/d\ln W$: growth is faster than quadratic when $D_{\rm eff}$ falls.

## Separating the cause

At given $r$, $K$ depends on $W/\Delta$ alone, as the dimensional argument required. Its logarithmic slope in that ratio is

$$A=\frac{d\ln K/d\ln y}{d\ln(y^2-1)/d\ln y}
=\frac{(y+1)/(y-1)}{2y^2/(y^2-1)}=\frac12\left(1+\frac1y\right)^2 .$$

Since $d\ln(W/\Delta)/d\ln W=1+W/\Delta$,

$$s=A\left(1+\frac W\Delta\right)=A+A\frac W\Delta .$$

If $\Delta$ were frozen while $W$ grew, the exponent would be $A$, which lies below 2 for $W>0$ because $y>1$. More energetic holes have larger denominators, so each pair of final electron and hole states contributes less. The term $AW/\Delta$ comes from the shrinking detuning. In this model, growth faster than quadratic is impossible without it.

The two effects compete. Put $w=W/G$, so that $1+W/\Delta=1/(1-w)$ and $y^2=(1+\rho w)/(1-w)$. For small $w$, $1/y\simeq1-rw/2$, hence

$$s\simeq2\left(1-\frac{rw}{2}\right)(1+w)\simeq2+(1-\rho)w .$$

The mean hole energy is $W/2$, which raises the denominator by $rW/2$, while the detuning lowers it by $W$. For $\rho>1$ the rise wins at first.

For any $w$, $s>2$ means $(1+1/y)^2>4(1-w)$. Taking positive roots and inserting $y$ gives

$$F(w)=\sqrt{1-w}\left[2-\frac1{\sqrt{1+\rho w}}\right]<1 .$$

The derivative of its logarithm is

$$\frac{d\ln F}{dw}=-\frac1{2(1-w)}+\frac{\rho(1+\rho w)^{-3/2}}{2\left[2-(1+\rho w)^{-1/2}\right]} .$$

Both terms decrease with $w$, so $\ln F$ is concave. It starts at zero with slope $(\rho-1)/2$ and tends to $-\infty$ as $w\to1$. For $\rho\le1$, therefore, $s>2$ from the onset. For $\rho>1$ there is one crossover, from slower to faster than quadratic.

## Close to the direct gap

As $\Delta\to0$, $y\to\sqrt{rW/\Delta}$ and $K\to\pi y/(2r^2)$, so

$$K\to\frac{\pi}{2r^{3/2}}\sqrt{\frac W\Delta} .$$

The fixed-level divergence $\Delta^{-2}$ is softened to $\Delta^{-1/2}$, because the denominator is small only for holes with $\varepsilon$ on the scale $\Delta/r$, and their number shrinks as $\Delta^{3/2}$. The scale is a broad one: holes below $\Delta/r$ carry only about a fifth of $K$, and the limit is approached slowly.

Each hole band also carries a factor $m_h^{3/2}$ from its density of states. Near the direct gap this combines with $r^{-3/2}$ into $\mu^{3/2}$, where $\mu=m_hm_c/(m_h+m_c)$. Light holes thus gain weight relative to heavy ones.

## Numbers of germanium's size

Take round model inputs: $E_i=0.660$ eV, $E_0=0.800$ eV, $\hbar\Omega=0.028$ eV, $m_c=0.04$ and a heavy-hole mass of $0.32$ free-electron masses. Then $\rho=8$, $r=9$, and for phonon emission $G=0.800-0.660-0.028=0.112$ eV.

At $\hbar\omega=0.790$ eV, $W=0.102$ eV and $\Delta=0.010$ eV. Hence $y=\sqrt{1+9\times10.2}=9.63$, $A=\tfrac12(1+1/9.63)^2=0.609$, and $s=0.609\times11.2=6.82$. Other energies follow in the same way:

| $\hbar\omega$ (eV) | $\Delta$ (eV) | $D_{\rm eff}$ (eV) | $A$ | $s$ | fixed-level $s$ |
|---|---|---|---|---|---|
| 0.700 | 0.100 | 0.147 | 1.43 | 1.61 | 2.24 |
| 0.740 | 0.060 | 0.205 | 0.89 | 1.67 | 3.73 |
| 0.760 | 0.040 | 0.210 | 0.77 | 2.16 | 5.60 |
| 0.780 | 0.020 | 0.192 | 0.67 | 3.73 | 11.2 |
| 0.790 | 0.010 | 0.165 | 0.61 | 6.82 | 22.4 |

Solving $s=2$ numerically puts the crossover at 0.755 eV, about 0.045 eV below the direct gap. There $D_{\rm eff}$ has its maximum.

A steep slope is not a large value. Relative to the quadratic law extrapolated from the onset, where $D=G$, the absorption at 0.790 eV is $(0.112/0.165)^2=0.46$. The fixed-level model would give $(0.112/0.010)^2\simeq125$. The moving-level curve is steeper than quadratic here but still lies below that extrapolation.

## Several channels together

A spectrum contains phonon emission and absorption, weighted by $N+1$ and $N$, with $N=0.512$ at 300 K. Add light holes of mass $0.04$, for which $\rho=1$, with the same averaged matrix elements. Divide the sum by the same sum with $D$ held at 0.112 eV. The ratio is 0.193 at 0.700 eV, 0.218 at 0.720 eV, 0.249 at 0.760 eV and 0.468 at 0.790 eV. It rises at each step, even where the heavy-hole emission channel alone is slower than quadratic. Below the emission threshold it falls, to a minimum near 0.689 eV. The early rise also relies on one common $D$ for both phonon processes: if phonon absorption is referred instead to its own onset value, 0.168 eV, the ratio falls from 0.39 at 0.700 eV to 0.34 at 0.740 eV.

The early rise is largely a change of mixture. For heavy holes, the emission channel's share of the constant-denominator sum is

$$\frac{1.512\times0.012^2}{1.512\times0.012^2+0.512\times0.068^2}\simeq0.08$$

at 0.700 eV, and 0.28 at 0.720 eV by the same formula. The ratios $(0.112/D_{\rm eff})^2$ fall from 0.58 to 0.37 for emission and from 0.14 to 0.13 for absorption. Their weighted mean nevertheless rises from 0.18 to 0.20, because the emission channel, with the larger ratio, gains weight. Both heavy-hole denominators grow here, so an upward departure from a fit with one constant denominator is not by itself evidence that the effective denominator of any single channel is shrinking. The light-hole denominators, with $\rho=1$, do shrink, and light holes supply about a quarter of the rise of the total ratio between these two energies. The light-hole share of the total grows from 12% at 0.700 eV to 25% at 0.790 eV.

## Where the model gives way

For $\alpha$ itself, the factor $1/\hbar\omega$ lowers the exponent by $d\ln(\hbar\omega)/d\ln W=W/\hbar\omega$. This moves the heavy-hole crossover to 0.758 eV.

Parabolic bands are a strong assumption: a heavy hole of 0.1 eV implies a conduction-band rise of $\rho\varepsilon=0.8$ eV, as large as the direct gap. Replacing this rise by the two-band form $\tfrac12E_0\left(\sqrt{1+4\rho\varepsilon/E_0}-1\right)$ and integrating numerically puts the crossover of $\hbar\omega\,\alpha$ at 0.753 eV. The crossover survives this change.

Broadening limits the approach to $\Delta=0$. With $D^2$ replaced by $D^2+\gamma^2$ and $\gamma=0.002$ eV, numerical integration lowers the heavy-hole emission result at 0.790 eV by 0.6%. Once $\Delta$ is comparable with $\gamma$, the virtual state can no longer be separated from real direct absorption, and the inverse-square-root law fails. With these parameters the law is never cleanly reached: the unbroadened heavy-hole $K$ is 0.81 of its limiting form at $\Delta=0.010$ eV and 0.91 at $\Delta=0.002$ eV, where the broadening already lowers it by 10%. Excitons and routes through other intermediate states, whose amplitudes can interfere with this one, are outside the model and could shift the crossover.

All numerical values are calculated from the stated model.
